# DRAM Bit-Line Signal from Charge Sharing with Half-Supply Precharge

A dynamic memory cell stores one bit as the voltage on a small capacitor. To read it, an access transistor connects the capacitor to a long wire, the bit line, whose own capacitance is usually larger. This problem asks how far the bit line moves, where the supply voltage enters, and what a high-permittivity dielectric gains.

**The circuit.** The storage capacitor has capacitance \(C_S\). One electrode, the storage node, is connected to the access transistor; the other, the plate, is held at a fixed voltage \(V_P\). The bit line has capacitance \(C_B\) to grounded surroundings. Before the read, the storage node is at \(V_{\rm cell}\) and the bit line is precharged to \(V_{\rm pre}\), then disconnected from its supply. A stored one means \(V_{\rm cell}=V_{DD}\), the supply voltage; a stored zero means \(V_{\rm cell}=0\). All voltages are measured from ground.

Until stated otherwise, both capacitors are linear, leakage and coupling to other wires are neglected, and the transistor conducts until the two nodes have equal voltages. The sense amplifier, which compares the bit line with a reference, is still off. Volts, femtofarads and femtocoulombs are the natural units here.

## (a) Find the common final voltage of the storage node and bit line.

**Solution.** Once the bit line has been disconnected from its supply, the storage node and the bit line form an isolated pair of conductors. The transistor can move charge from one to the other, but cannot change their total charge.

The charge on the storage node is its capacitance times its voltage relative to the plate. The total before the read is therefore

\[
Q_{\rm before}=C_S(V_{\rm cell}-V_P)+C_BV_{\rm pre}.
\]

Current stops when both nodes have the same voltage \(V_f\). The total is then

\[
Q_{\rm after}=C_S(V_f-V_P)+C_BV_f.
\]

Setting the two totals equal gives

\[
C_SV_f-C_SV_P+C_BV_f=C_SV_{\rm cell}-C_SV_P+C_BV_{\rm pre}.
\]

The term \(-C_SV_P\) is on both sides and cancels, so

\[
V_f=\frac{C_SV_{\rm cell}+C_BV_{\rm pre}}{C_S+C_B}.
\]

The final voltage is the average of the two initial voltages, weighted by capacitance. The plate voltage drops out because it is constant and the capacitor is linear. Parts (g) and (h) remove these two conditions in turn.

## (b) The bit line is precharged to half the supply. Find its signal for each stored bit.

**Solution.** Define the signal as the change of the bit-line voltage, \(\Delta V=V_f-V_{\rm pre}\). Putting both terms over the same denominator,

\[
\Delta V=\frac{C_SV_{\rm cell}+C_BV_{\rm pre}-(C_S+C_B)V_{\rm pre}}{C_S+C_B}.
\]

The terms in \(C_BV_{\rm pre}\) cancel, leaving

\[
\Delta V=r\,(V_{\rm cell}-V_{\rm pre}),\qquad r=\frac{C_S}{C_S+C_B}.
\]

The transfer ratio \(r\) is the fraction of the initial voltage difference that appears on the bit line. Now set \(V_{\rm pre}=V_{DD}/2\). For the two stored bits,

\[
V_{DD}-\frac{V_{DD}}2=+\frac{V_{DD}}2,\qquad
0-\frac{V_{DD}}2=-\frac{V_{DD}}2.
\]

Hence

\[
\boxed{\Delta V=\pm\frac{V_{DD}}2\,\frac{C_S}{C_S+C_B}
=\pm\frac{V_{DD}}2\,\frac1{1+C_B/C_S}}
\]

with the plus sign for a one. The factor \(V_{DD}/2\) is the voltage difference between cell and bit line before they are connected. It is not a loss caused by charge sharing; that loss is contained in \(r\).

An identical reference line, also precharged to \(V_{DD}/2\) but connected to no cell, stays where it was. The sense amplifier therefore receives \(\Delta V\) as its differential input. The separation between the final voltages for a one and a zero is twice as large, \(rV_{DD}\).

Two limits show the role of the capacitances. If \(C_S\ll C_B\), then \(\Delta V\approx\pm(V_{DD}/2)C_S/C_B\), and the signal is proportional to the storage capacitance. If \(C_S\gg C_B\), the signal approaches \(\pm V_{DD}/2\): the cell pulls the line almost to its own voltage, and further capacitance brings little.

## (c) Why choose half the supply? Compare other precharge voltages.

**Solution.** Keep the undisturbed line as reference, but let \(V_{\rm pre}\) lie anywhere between 0 and \(V_{DD}\). The two signals are

\[
\Delta V_1=r(V_{DD}-V_{\rm pre}),\qquad \Delta V_0=-rV_{\rm pre}.
\]

Their separation is

\[
\Delta V_1-\Delta V_0=rV_{DD},
\]

which does not depend on the precharge. What changes is how this separation is divided between the two bits. A reliable read must distinguish both, so the relevant quantity is the smaller magnitude,

\[
m=r\min(V_{DD}-V_{\rm pre},\,V_{\rm pre}).
\]

The first argument falls with \(V_{\rm pre}\) and the second rises. Their minimum is largest where they are equal, at \(V_{\rm pre}=V_{DD}/2\), and there \(m=rV_{DD}/2\).

A different reference could also balance the signals. The midpoint between the two final line voltages is

\[
V_{\rm mid}=\frac{C_SV_{DD}/2+C_BV_{\rm pre}}{C_S+C_B}
=V_{\rm pre}+r\left(\frac{V_{DD}}2-V_{\rm pre}\right).
\]

A reference at \(V_{\rm mid}\) gives \(\pm rV_{DD}/2\) for any precharge. For \(r>0\), this midpoint equals the precharge voltage only if \(V_{\rm pre}=V_{DD}/2\). Half-supply precharge thus lets an untouched line serve as the balanced reference.

## (d) How much charge moves, and what happens to the energy?

**Solution.** For a stored one, the charge \(q\) gained by the bit line is

\[
q=C_B\Delta V=\frac{C_SC_B}{C_S+C_B}\frac{V_{DD}}2
=C_{\rm ser}\frac{V_{DD}}2,
\]

where \(C_{\rm ser}=C_SC_B/(C_S+C_B)\) is the capacitance of the two capacitors in series. For a zero the same amount flows the other way.

Let \(I\) be the current from cell to line and \(D\) the instantaneous voltage difference, cell minus line. The cell voltage changes at the rate \(-I/C_S\) and the line voltage at the rate \(+I/C_B\), so

\[
\frac{dD}{dt}=-I\left(\frac1{C_S}+\frac1{C_B}\right)=-\frac{I}{C_{\rm ser}}.
\]

Neglect the resistance of the bit line, so that the whole difference \(D\) drops across the transistor. The heat produced in the transistor channel is then the integral of current times voltage drop. With \(I\,dt=-C_{\rm ser}\,dD\),

\[
W=\int ID\,dt=-C_{\rm ser}\int_{D_0}^{0}D\,dD=\frac12C_{\rm ser}D_0^2.
\]

Here \(D_0=\pm V_{DD}/2\), hence

\[
W=\frac12C_{\rm ser}\left(\frac{V_{DD}}2\right)^2.
\]

The transistor's current law was not needed. A better conductor carries a larger current for a shorter time and produces the same heat, provided the voltages equalize. If the bit line has resistance, the total heat is unchanged but is shared between the channel and the wire. The energy balance contains this heat and also the work done by the source that holds the plate at \(V_P\). Equating the electrostatic energies before and after the read is therefore not a valid way to find \(V_f\). Charge conservation is the correct condition. Energy used to drive the transistor gate is outside this account.

## (e) Evaluate the signal for a coaxial storage capacitor.

Take an inner electrode of radius \(a=20\) nm, a dielectric of thickness \(t=6\) nm and relative permittivity \(\kappa=40\), and a height \(h=1\) µm. Let \(V_{DD}=1.1\) V and \(C_B=30\) fF. These are round model parameters, not data for a named material. Neglect the fields at the two ends.

**Solution.** Put charge \(Q\) on the inner electrode. Gauss's law on a cylinder of radius \(\rho\) inside the dielectric gives

\[
\varepsilon_0\kappa E(\rho)\,2\pi\rho h=Q,
\qquad E(\rho)=\frac{Q}{2\pi\varepsilon_0\kappa h\rho}.
\]

The voltage between the electrodes is the integral of this field:

\[
U=\int_a^{a+t}E\,d\rho
=\frac{Q}{2\pi\varepsilon_0\kappa h}\ln\frac{a+t}{a}.
\]

Therefore

\[
C_S=\frac QU=\frac{2\pi\varepsilon_0\kappa h}{\ln[(a+t)/a]}.
\]

The numerator is \(2.225\) fF and the logarithm is \(\ln1.3=0.2624\), so \(C_S=8.48\) fF. A separate finite-element solution for the radial field agrees. For \(t\ll a\), the logarithm becomes \(t/a\), and the formula reduces to that of a flat capacitor of area \(2\pi ah\).

The transfer ratio is

\[
r=\frac{8.482}{8.482+30}=0.2204,
\]

and the signal is

\[
|\Delta V|=0.550\ {\rm V}\times0.2204=0.121\ {\rm V}.
\]

The line ends at \(0.671\) V for a one and \(0.429\) V for a zero, a separation of \(0.242\) V. Since the storage node ends at the same voltage as the line, a one has fallen from \(1.1\) V to \(0.671\) V. The read has disturbed the stored level, and the full level must be written back.

The series capacitance is \(6.612\) fF. The transferred charge is \(6.612\times0.550=3.64\) fC, about \(2.27\times10^4\) elementary charges. The heat is \(\tfrac12\times6.612\times0.550^2=1.00\) fJ.

These results were tested by integrating the circuit equations in time with a nonlinear transistor law. The integration gave \(+121.22\) mV for a one and \(-121.22\) mV for a zero, in agreement with part (b). Two different gate drives gave the same heat within the numerical tolerance.

## (f) What does higher permittivity gain, and how much is needed for a 100 mV signal?

**Solution.** At fixed geometry \(C_S\) is proportional to \(\kappa\), but the signal is not, because \(C_S\) also appears in the denominator of \(r\). If a capacitance \(C\) is doubled, the signal grows by the factor

\[
\frac{2C/(2C+C_B)}{C/(C+C_B)}=\frac{2(C+C_B)}{2C+C_B}.
\]

This tends to 2 for \(C\ll C_B\) and to 1 for \(C\gg C_B\). For finite positive capacitances it lies between these values.

With \(\kappa=20\), the capacitor has \(4.241\) fF and gives \(68.1\) mV. Going to \(\kappa=40\) multiplies the signal by

\[
\frac{2(4.241+30)}{8.482+30}=1.78.
\]

Because the signal depends on the capacitances only through \(C_B/C_S\), halving the bit-line capacitance would give the same improvement as doubling the storage capacitance.

For a required signal magnitude \(s\), solve the result of part (b) for \(C_S\). Multiplication by \(C_S+C_B\) gives

\[
s(C_S+C_B)=\frac{V_{DD}}2C_S.
\]

Collecting the terms in \(C_S\),

\[
sC_B=\left(\frac{V_{DD}}2-s\right)C_S,
\qquad
C_S=C_B\frac{s}{V_{DD}/2-s}.
\]

A finite positive solution requires \(0<s<V_{DD}/2\). As \(s\) approaches half the supply, the required capacitance diverges. For \(s=0.100\) V,

\[
C_S=30\ {\rm fF}\times\frac{0.100}{0.550-0.100}=6.67\ {\rm fF}.
\]

At the given geometry this corresponds to

\[
\kappa=40\times\frac{6.667}{8.482}=31.4.
\]

This is the requirement for ideal levels and for a uniform film whose thickness stays fixed; interface layers of low permittivity and leakage limits on the thickness, which reduce the gain in real capacitors, are not included. It contains no allowance for the disturbances considered next.

## (g) Find the effect of a sagged cell, a moving plate and an incomplete write.

**Solution.** *Sagged cell.* If leakage before the read has lowered a stored one to \(V_{DD}-d\), the formula \(\Delta V=r(V_{\rm cell}-V_{\rm pre})\) still holds, with the actual cell voltage inserted:

\[
\Delta V=r\left(\frac{V_{DD}}2-d\right).
\]

For a cell at \(1.0\) V, \(d=0.1\) V and the signal is \(0.2204\times0.450=0.0992\) V. The sag of \(100\) mV costs \(22\) mV of signal. A one that has sagged to \(V_{DD}/2\) gives no signal, although its storage node is still well above ground.

*Moving plate.* Suppose the plate goes from \(V_P\) to \(V_P+\delta\) during the read. The isolated charge is unchanged, but the final capacitor voltage is now measured from the new plate voltage:

\[
C_S(V_f-V_P-\delta)+C_BV_f=C_S(V_{\rm cell}-V_P)+C_BV_{\rm pre}.
\]

After cancelling \(-C_SV_P\) and moving \(C_S\delta\) to the right,

\[
V_f=\frac{C_S(V_{\rm cell}+\delta)+C_BV_{\rm pre}}{C_S+C_B},
\]

so the signal acquires the additional term \(r\delta\). A step of \(+50\) mV shifts the line by \(0.2204\times50=11.0\) mV. This shift strengthens a one and weakens a zero. In the linear model the plate voltage may thus have any constant value. What shifts the final line voltage is a net change of the plate voltage between the end of the write and the end of the read. A step that occurs while the cell is still isolated moves the storage node by \(\delta\) and gives the same term \(r\delta\).

*Incomplete write.* An n-channel access transistor, in a model without subthreshold current, can raise the storage node only to its gate voltage minus its threshold voltage. Call this difference \(V_{\rm pass}\). If \(V_{\rm pass}<V_{DD}\), a one is written at \(V_{\rm pass}\), and a later read that equalizes the nodes gives

\[
\Delta V=r\left(V_{\rm pass}-\frac{V_{DD}}2\right).
\]

If the read uses the same gate voltage as the write, the nodes equalize only for \(V_{\rm pass}>V_{DD}/2\); below that the transistor stays off for a stored one and the signal is zero. For \(V_{\rm pass}=0.7\) V the formula gives \(0.2204\times0.150=0.033\) V. The stored voltage has fallen by 36% from its full value, but the signal has fallen by 73%, because the signal measures the excess over half the supply. A full one requires a gate voltage at least one threshold above \(V_{DD}\). The threshold meant is the one with the storage node at \(V_{DD}\), which the body effect raises in a real transistor. At exactly this gate voltage the current dies out as the node nears \(V_{DD}\), so a write of finite duration needs some further margin.

The time-dependent circuit calculation confirms all three results, including the weak write itself.

## (h) The permittivity falls with voltage. Generalize the result and decide whether the plate voltage matters.

Assume that the storage charge \(Q(u)\) is a single-valued function of the capacitor voltage \(u\), storage node minus plate, with differential capacitance \(C(u)=dQ/du>0\). The plate is again fixed.

**Solution.** Charge conservation now reads

\[
Q(V_f-V_P)+C_BV_f=Q(V_{\rm cell}-V_P)+C_BV_{\rm pre}.
\]

The left side increases with \(V_f\), since its slope is \(C+C_B>0\). There is therefore at most one solution. One exists between \(V_{\rm pre}\) and \(V_{\rm cell}\): at \(V_f=V_{\rm pre}\) the left side minus the right side is \(Q(V_{\rm pre}-V_P)-Q(V_{\rm cell}-V_P)\), while at \(V_f=V_{\rm cell}\) it is \(C_B(V_{\rm cell}-V_{\rm pre})\), and these have opposite signs when the initial voltages differ.

Write \(u_i=V_{\rm cell}-V_P\) and \(u_f=V_f-V_P\), and define the mean capacitance over the interval traversed,

\[
\bar C=\frac1{u_i-u_f}\int_{u_f}^{u_i}C(u)\,du
=\frac{Q(u_i)-Q(u_f)}{u_i-u_f}.
\]

Charge conservation then becomes

\[
C_B\Delta V=Q(u_i)-Q(u_f)=\bar C(V_{\rm cell}-V_f).
\]

Because \(V_f=V_{\rm pre}+\Delta V\),

\[
C_B\Delta V=\bar C(V_{\rm cell}-V_{\rm pre}-\Delta V),
\]

and collecting \(\Delta V\) gives

\[
\Delta V=\frac{\bar C}{\bar C+C_B}(V_{\rm cell}-V_{\rm pre}).
\]

With half-supply precharge and full levels, the factor \(\pm V_{DD}/2\) survives. The equation is implicit, however, because \(\bar C\) depends on \(V_f\).

The plate voltage now matters, since it selects the part of the curve \(C(u)\) that is traversed. Suppose \(C(u)\) is even and choose \(Q(0)=0\), so that \(Q\) is odd. With \(V_P=V_{\rm pre}=V_{DD}/2\), the final capacitor voltage equals the signal, and charge conservation reduces to

\[
Q(\Delta V)+C_B\Delta V=Q(\pm V_{DD}/2).
\]

Both sides are odd, so reversing the stored bit reverses \(\Delta V\). The signals for one and zero remain equal in magnitude. Another plate voltage generally removes this symmetry.

As an example, let the whole capacitor follow

\[
C(u)=\frac{C_S}{1+(u/u_0)^2},\qquad u_0=1\ {\rm V},
\]

with \(C_S=8.482\) fF. This is a chosen model curve. For a half-supply plate, a stored one starts at \(u=0.55\) V, where \(C=6.51\) fF. Solving the implicit equation gives \(\bar C=7.579\) fF, and indeed

\[
\Delta V=0.550\times\frac{7.579}{7.579+30}=0.111\ {\rm V}.
\]

The zero gives \(-0.111\) V. Using the zero-voltage capacitance would predict \(0.121\) V, which is too high; using the value at \(0.55\) V would predict \(0.098\) V, which is too low. The relevant capacitance is the mean over the discharge.

For a grounded plate the results are:

- Stored one: \(u\) falls from \(1.10\) to \(0.627\) V, with \(\bar C=4.894\) fF and \(\Delta V=+77\) mV.
- Stored zero: \(u\) rises from 0 to \(0.434\) V, with \(\bar C=8.002\) fF and \(\Delta V=-116\) mV.

The one is weak because its capacitor works at large \(u\), where this model has low capacitance. The smaller of the two signals falls from \(111\) to \(77\) mV, a loss of about 30% caused by the plate voltage alone. The size of this loss belongs to the chosen curve, which has lost more than half its capacitance at \(1.1\) V; a dielectric with weaker voltage dependence gives a smaller asymmetry. Independently of the curve, a half-supply plate halves the largest voltage across the dielectric, from \(V_{DD}\) to \(V_{DD}/2\). Time integration of the nonlinear circuit agrees with the implicit formula in all four cases.

The argument fails for a hysteretic ferroelectric capacitor, whose charge depends on its history as well as on \(u\). Total charge is still conserved, but a single curve \(Q(u)\) no longer determines the final state. The numerical output lists the main values used above.

## Calculated quantities

```
Supply voltage: 1.100 V
Half-supply precharge: 0.550 V
Bit-line capacitance: 30.000 fF
Inner radius: 20.0 nm
Dielectric thickness: 6.0 nm
Capacitor height: 1.0 um
Relative permittivity: 40.0 (dimensionless)
Storage capacitance, coaxial formula: 8.482 fF
Storage capacitance, field solution: 8.482 fF
Capacitance ratio C_B/C_S: 3.537 (dimensionless)
Transfer ratio C_S/(C_S+C_B): 0.2204 (dimensionless)
Signal magnitude, formula: 121.22 mV
Signal for one, transient: 121.22 mV
Signal for zero, transient: -121.22 mV
Final line voltage for one: 0.6712 V
Final line voltage for zero: 0.4288 V
One-zero separation: 242.45 mV
Best precharge from search: 0.5500 V
Series capacitance: 6.612 fF
Transferred charge: 3.637 fC
Transferred charge in elementary charges: 22699 (dimensionless)
Energy dissipated in transistor: 1.000 fJ
Sagged cell voltage: 1.000 V
Signal of sagged one: 99.18 mV
Plate step: 50.0 mV
Line shift from plate step: 11.02 mV
Weak-write pass level: 0.700 V
Signal of weakly written one: 33.05 mV
Lower relative permittivity: 20.0 (dimensionless)
Storage capacitance at lower permittivity: 4.241 fF
Signal at lower permittivity: 68.12 mV
Signal gain on doubling permittivity: 1.780 (dimensionless)
Required signal: 100.0 mV
Storage capacitance required: 6.667 fF
Relative permittivity required: 31.44 (dimensionless)
Voltage scale u0 of nonlinear capacitor: 1.000 V
Nonlinear C at zero voltage: 8.482 fF
Nonlinear C at half supply: 6.512 fF
Mean C, half-supply plate: 7.579 fF
Nonlinear one, half-supply plate: 110.93 mV
Nonlinear zero, half-supply plate: -110.93 mV
Mean C for one, grounded plate: 4.894 fF
Mean C for zero, grounded plate: 8.002 fF
Nonlinear one, grounded plate: 77.14 mV
Nonlinear zero, grounded plate: -115.81 mV
```
